# Null Space, Neutrality and Conjugate Gradients for the Periodic Grid Poisson Equation

## 1. What symmetry fixes

An electrostatic potential enters the Poisson equation through its differences. Adding the same constant to the potential everywhere leaves the field, and hence the charge density, unchanged. A periodic cell has no wall or distant point at which the potential is prescribed, so nothing removes this freedom. A grid operator \(A\) that respects the symmetry must satisfy

\[
A(v+C\mathbf 1)=Av \quad\Longrightarrow\quad A\mathbf 1=0 ,
\]

where \(\mathbf 1\) is the vector with every entry equal to one. The matrix is therefore singular. If it is also symmetric, then \(\mathbf 1^TAv=(A\mathbf 1)^Tv=0\) for every \(v\): whatever \(A\) produces has zero sum. A source with nonzero total charge cannot be produced.

Symmetry alone does not show that the constants are the whole null space, that every neutral source is solvable, or that an iterative solver is safe. These points depend on the operator and are proved below.

## 2. The grid equation

Hartree atomic units are used. The potential \(v\) is that felt by a positive unit charge, and \(\rho\) is the charge density, positive for positive charge. The continuum equation is \(-\nabla^2v=4\pi\rho\).

The cell is orthorhombic, with \(N_d\ge 3\) points and spacing \(h_d\) along axis \(d=1,2,3\). There are \(n=N_1N_2N_3\) points, labelled by \(j=(j_1,j_2,j_3)\), and \(e_d\) is one grid step along axis \(d\). With the second-order difference formula, the equation is

\[
Av=b,\qquad b=4\pi\rho,\qquad
(Av)_j=\sum_d\frac{2v_j-v_{j+e_d}-v_{j-e_d}}{h_d^2},
\]

with indices taken modulo \(N_d\). The coefficient linking \(j\) to \(j+e_d\) equals the one linking \(j+e_d\) to \(j\), so \(A\) is symmetric. An overbar denotes the grid mean, \(\bar b=n^{-1}\sum_jb_j\). With cell volume \(\Omega=nh_1h_2h_3\) and total grid charge \(Q=h_1h_2h_3\sum_j\rho_j\),

\[
\bar b=\frac{4\pi}{n}\sum_j\rho_j=\frac{4\pi Q}{\Omega}.
\]

Zero mean of \(b\) and neutrality of the cell are thus the same condition.

## 3. The null space is the constants

Split the numerator of the stencil into two differences:

\[
v^TAv=\sum_d\frac1{h_d^2}\sum_j\left[v_j(v_j-v_{j+e_d})+v_j(v_j-v_{j-e_d})\right].
\]

In the second term replace the summation label \(j\) by \(j+e_d\). Periodicity makes this a relabelling of the same points, with no boundary term. The second term becomes \(v_{j+e_d}(v_{j+e_d}-v_j)\), and the two combine into a square:

\[
v^TAv=\sum_d\sum_j\frac{(v_{j+e_d}-v_j)^2}{h_d^2}\ \ge 0 .
\]

Multiplied by \(h_1h_2h_3/(8\pi)\), this is the grid form of the field energy \(\int|\nabla v|^2/(8\pi)\).

If \(Av=0\), then \(v^TAv=0\), so every square vanishes and neighbouring values are equal. Any two grid points are joined by a chain of neighbours, so \(v\) is constant. Conversely, constants give \(Av=0\). The null space is one-dimensional and spanned by \(\mathbf 1\).

The chain of neighbours matters. Suppose the second derivative were built by applying a central first difference twice, giving \((2v_j-v_{j+2e_d}-v_{j-2e_d})/(4h_d^2)\). For even \(N_d\), this annihilates the alternating vector \((-1)^{j_d}\) as well as the constant, because points two steps apart carry equal values. That operator needs more than neutrality for solvability.

A grounded wall changes the result in the other direction. A link from point \(j\) to a fixed zero potential adds \(v_j^2/h_d^2\) to the quadratic form. A nonzero constant then has positive energy, the matrix is nonsingular, and a charged cell is allowed.

## 4. Neutrality is necessary and sufficient

Let \(Z\) be the subspace of vectors with zero mean. Its dimension is \(n-1\), since it is defined by one linear condition.

Necessity: if \(Av=b\), then \(\mathbf 1^Tb=\mathbf 1^TAv=0\), so \(b\) lies in \(Z\).

Sufficiency: the range of \(A\) lies in \(Z\), by the same identity. Its dimension is \(n\) minus the dimension of the null space, which is \(n-1\). A subspace of \(Z\) with the full dimension of \(Z\) is \(Z\) itself. Every neutral source therefore has a solution. Two solutions differ by a null vector, that is, by a constant.

Physically, this is Gauss's law: the flux leaving one face of the cell re-enters through the opposite face, so the net flux, and with it the enclosed charge, is zero.

For a charged source, write \(b=\bar b\mathbf 1+\tilde b\) with \(\tilde b\) in \(Z\). Since \(\tilde b-Av\) is orthogonal to \(\mathbf 1\),

\[
\|b-Av\|^2=n\bar b^2+\|\tilde b-Av\|^2\ \ge\ n\bar b^2 .
\]

The least-squares solutions are those of \(Av=\tilde b\), and the part left over is the constant \(\bar b\). Replacing \(b\) by \(\tilde b\) adds the uniform charge density \(-Q/\Omega\). This is a change of physical model, not a numerical detail: the answer belongs to the charge together with its background.

The energy reflects the same condition. For \(E=\tfrac12h_1h_2h_3\sum_j\rho_jv_j\), the shift \(v\to v+C\mathbf 1\) gives

\[
E\to E+\tfrac12C\,h_1h_2h_3\sum_j\rho_j=E+\tfrac12QC .
\]

The free constant has no effect on the energy when \(Q=0\), and does affect it otherwise.

## 5. The spectrum on the zero-mean subspace

The operator is the same at every grid point, which suggests plane waves \(u_j=\exp(i\sum_d\theta_dj_d)\), with \(\theta_d=2\pi k_d/N_d\) and \(k_d=0,\dots,N_d-1\). Inserting one into the stencil gives, for each axis, \(2-e^{i\theta_d}-e^{-i\theta_d}=2-2\cos\theta_d=4\sin^2(\theta_d/2)\). Hence

\[
\lambda_k=\sum_d\frac4{h_d^2}\sin^2\frac{\pi k_d}{N_d}.
\]

The \(n\) plane waves are mutually orthogonal, by the geometric sum over each axis, so this is the complete spectrum. The eigenvalue vanishes for \(k=0\) alone, and the other waves span \(Z\). On \(Z\) the matrix is positive definite, with effective condition number

\[
\kappa=\frac{\lambda_{\max}}{\lambda_{\min}^{+}},
\]

where \(\lambda_{\min}^{+}\) is the smallest nonzero eigenvalue. For a cubic grid with \(N\) points per side and \(N\) even, \(\lambda_{\max}=12/h^2\) and \(\lambda_{\min}^{+}=(4/h^2)\sin^2(\pi/N)\), so

\[
\kappa=\frac{3}{\sin^2(\pi/N)}\simeq\frac{3N^2}{\pi^2}\qquad(N\gg1).
\]

## 6. Conjugate gradients stay in the subspace

Start from any \(v_0\), with \(r_0=b-Av_0\) and \(p_0=r_0\). While \(r_k\neq0\), compute

\[
\alpha_k=\frac{r_k^Tr_k}{p_k^TAp_k},\qquad v_{k+1}=v_k+\alpha_kp_k,\qquad r_{k+1}=r_k-\alpha_kAp_k,
\]
\[
\beta_k=\frac{r_{k+1}^Tr_{k+1}}{r_k^Tr_k},\qquad p_{k+1}=r_{k+1}+\beta_kp_k .
\]

Let \(b\) be neutral. Then \(r_0\) has zero mean, because \(b\) and \(Av_0\) both do. If \(r_k\) and \(p_k\) have zero mean, so does \(r_{k+1}\), because \(Ap_k\) has zero mean, and then so does \(p_{k+1}\). By induction, all residuals and directions lie in \(Z\), and \(\bar v_{k+1}=\bar v_k+\alpha_k\bar p_k=\bar v_k\). The starting guess fixes the constant in the answer. It need not have zero mean itself.

**Orthogonality.** Residuals are mutually orthogonal and directions are mutually conjugate: \(r_k^Tr_i=0\) and \(p_k^TAp_i=0\) for \(i<k\). Assume this up to index \(k\).

- Since \(r_i=p_i-\beta_{i-1}p_{i-1}\) (and \(r_0=p_0\)), \(p_k^TAr_i\) vanishes for \(i<k\) and equals \(p_k^TAp_k\) for \(i=k\). Therefore \(r_{k+1}^Tr_i=r_k^Tr_i-\alpha_kp_k^TAr_i\) is zero for \(i<k\), and zero for \(i=k\) by the choice of \(\alpha_k\).
- Since \(Ap_i=(r_i-r_{i+1})/\alpha_i\), the product \(p_{k+1}^TAp_i=r_{k+1}^TAp_i+\beta_kp_k^TAp_i\) is zero for \(i<k\). For \(i=k\) it equals \(-r_{k+1}^Tr_{k+1}/\alpha_k+\beta_kr_k^Tr_k/\alpha_k=0\) by the choice of \(\beta_k\).

The divisions are legitimate. The direction \(p_k\) is \(r_k\) plus a combination of earlier residuals, so \(p_k^Tr_k=r_k^Tr_k>0\) and \(p_k\ne0\). A nonzero vector in \(Z\) is not constant, hence \(p_k^TAp_k>0\).

**Minimization.** Let \(v_*\) be the solution with \(\bar v_*=\bar v_0\), and let \(e_k=v_k-v_*\), which lies in \(Z\). Then \(Ae_k=-r_k\). Define \(\|e\|_A=\sqrt{e^TAe}\), a norm on \(Z\). The directions \(p_0,\dots,p_{k-1}\) span the Krylov space \(K_k\) generated by \(r_0,Ar_0,\dots,A^{k-1}r_0\): they lie in it by construction, and \(k\) nonzero conjugate vectors are independent. They are also combinations of \(r_0,\dots,r_{k-1}\), so \(r_k\) is orthogonal to \(K_k\). For any \(w\) in \(K_k\),

\[
\|e_k+w\|_A^2=\|e_k\|_A^2-2w^Tr_k+\|w\|_A^2=\|e_k\|_A^2+\|w\|_A^2 .
\]

Thus \(v_k\) has the smallest energy-norm error of all vectors in \(v_0+K_k\).

## 7. Convergence rate

Because \(r_0=-Ae_0\), every competitor in \(v_0+K_k\) has error \(P(A)e_0\), where \(P\) is a polynomial of degree at most \(k\) with \(P(0)=1\), and every such polynomial occurs. Expand \(e_0\) in normalized plane waves with coefficients \(\epsilon_q\). Since \(e_0\) is in \(Z\), the zero mode is absent, and

\[
\|P(A)e_0\|_A^2=\sum_{q\ne0}\lambda_qP(\lambda_q)^2|\epsilon_q|^2
\quad\Longrightarrow\quad
\frac{\|e_k\|_A}{\|e_0\|_A}\le\min_P\max_{\lambda\neq0}|P(\lambda)| .
\]

The zero eigenvalue, which makes the ordinary condition number infinite, does not enter.

If \(A\) has \(m\) distinct nonzero eigenvalues \(\lambda_i\), the choice \(P(\lambda)=\prod_i(1-\lambda/\lambda_i)\) gives zero error after at most \(m\) steps in exact arithmetic.

A rate follows from the Chebyshev polynomial \(T_k\), defined by \(T_k(\cos\theta)=\cos k\theta\). Take

\[
P(\lambda)=\frac{T_k\!\left(\dfrac{\lambda_{\max}+\lambda_{\min}^{+}-2\lambda}{\lambda_{\max}-\lambda_{\min}^{+}}\right)}{T_k(x)},\qquad x=\frac{\kappa+1}{\kappa-1}.
\]

This has \(P(0)=1\), and its numerator is at most one in magnitude on the nonzero spectrum. Outside \([-1,1]\), \(T_k(x)=\tfrac12(z^k+z^{-k})\) with \(z=x+\sqrt{x^2-1}\). Here \(\sqrt{x^2-1}=2\sqrt\kappa/(\kappa-1)\), so

\[
z=\frac{(\sqrt\kappa+1)^2}{\kappa-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1},\qquad
\frac{\|e_k\|_A}{\|e_0\|_A}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^k .
\]

For large \(\kappa\), \(\ln z\simeq2/\sqrt\kappa\). A relative error \(\varepsilon\) is then guaranteed after about \(\tfrac12\sqrt\kappa\ln(2/\varepsilon)\) steps, a number proportional to \(N\) on a cubic grid.

The error is unknown in practice, but the residual is available. In plane waves, each coefficient of \(e_k\) is minus that of \(r_k\) divided by \(\lambda_q\), so \(\|e_k\|_A\le\|r_k\|/\sqrt{\lambda_{\min}^{+}}\). Likewise \(\|e_0\|_A\ge\|r_0\|/\sqrt{\lambda_{\max}}\). Together,

\[
\frac{\|e_k\|_A}{\|e_0\|_A}\le\sqrt\kappa\,\frac{\|r_k\|}{\|r_0\|} .
\]

A residual tolerance of \(\varepsilon/\sqrt\kappa\) therefore guarantees a relative energy-norm error \(\varepsilon\).

## 8. What happens with a charged source

If \(\bar b\neq0\), the update \(r_{k+1}=r_k-\alpha_kAp_k\) cannot change the mean of the residual. In exact arithmetic it stays at \(\bar b\), and \(\|r_k\|\ge\sqrt n\,|\bar b|\). A zero-mean start does not help, because \(r_0\) already has mean \(\bar b\) and so lies outside \(Z\).

Take \(v_0=0\) and \(\bar b>0\). Then \(\bar p_0=\bar b\) and \(\bar p_{k+1}=\bar b+\beta_k\bar p_k>0\). As long as \(p_k^TAp_k>0\), each step raises the mean potential by \(\alpha_k\bar p_k>0\).

In exact arithmetic the process ends in a division by zero; with rounding, on the 4×4×4 grid of Section 9, the denominator drops to a rounding-level number instead. Suppose \(b\) has components on all \(m\) distinct nonzero eigenvalues as well as on the zero mode. For \(k<m\), \(p_k\) is a nonzero polynomial in \(A\) of degree at most \(k\) acting on \(b\). To be constant, it would need a polynomial with \(m\) roots, which its degree forbids, so \(p_k^TAp_k>0\) and the orthogonality argument still holds. At step \(m\), the vector \(\prod_i(1-A/\lambda_i)b=\bar b\mathbf 1\) belongs to the space spanned by \(p_0,\dots,p_m\). Write \(\mathbf 1=\sum_ic_ip_i\) and multiply by \(p_i^TA\) with \(i<m\): this gives \(0=c_i\,p_i^TAp_i\), so \(c_i=0\). Hence \(p_m\) is constant, \(p_m^TAp_m=0\), and \(\alpha_m\) does not exist.

An implementation should therefore compute \(Q\) before solving. If \(Q\) is a rounding or sampling remnant, subtract \(\bar b\). If it is a real charge, subtract \(\bar b\) only if the uniform background is the intended model. Without subtraction, the true residual \(b-Av\) cannot meet an absolute tolerance below \(\sqrt n|\bar b|\). The updated vector \(r_k\) is a less reliable guide: with rounding, \(r_k\) ceases to equal \(b-Av_k\) once \(p_k^TAp_k/p_k^Tp_k\) has become very small, and, depending on the grid and on the order of the floating-point operations, it can then fall below this floor. A solver that tests only \(r_k\) may then report convergence although no solution exists.

## 9. Worked example

**Small grids.** On a \(4\times5\times6\) grid with spacings 0.5, 0.6 and 0.7 bohr, \(A\) has rank 119 for 120 points. Appending a neutral source as an extra column leaves the rank at 119; appending a charged one raises it to 120, so that system has no solution. The charged source has mean 0.3, and its least-squares residual norm is \(\sqrt{120}\times0.3=3.286\) hartree bohr\(^{-2}\).

A \(4\times4\times4\) grid with spacing 1 bohr has \(m=6\) distinct nonzero eigenvalues. For a random neutral source, the energy-norm error relative to its initial value is \(2.8\times10^{-3}\) after five steps and \(3\times10^{-15}\) after six. Adding a constant to the source produces the breakdown: \(p^TAp/p^Tp\) falls from \(2.7\times10^{-3}\) to \(3\times10^{-32}\) bohr\(^{-2}\) between the same two steps.

**Two Gaussian charges.** Charges \(+1\) and \(-1\), each of width \(\sigma=1\) bohr, sit \(s=4\) bohr apart along \(x\) in a cubic cell of side \(L=12\) bohr. These are round model parameters. In the continuum, the Fourier coefficient of the density at wave vector \(G\) is \(L^{-3}e^{-G^2\sigma^2/2}(e^{-iG\cdot R_+}-e^{-iG\cdot R_-})\), where \(R_\pm\) are the centres. Multiplying by \(4\pi/G^2\) gives the potential. Its difference between the centres contains \(|e^{iG\cdot R_+}-e^{iG\cdot R_-}|^2=2-2\cos G_xs\), so

\[
\Delta v=\frac{8\pi}{L^3}\sum_{G\ne0}\frac{e^{-G^2\sigma^2/2}}{G^2}(1-\cos G_xs)=1.0504\ \text{hartree per unit charge},
\]

or 28.58 V. The grid results, with CG started from zero and stopped at a relative energy-norm error of \(10^{-8}\), are:

| \(N\) | \(\kappa\) | steps, pair | steps, random | bound | \(\Delta v\) (hartree) |
|---|---|---|---|---|---|
| 12 | 44.8 | 32 | 35 | 64 | 1.1336 |
| 24 | 176.1 | 58 | 72 | 127 | 1.0697 |
| 48 | 701.3 | 111 | 143 | 253 | 1.0551 |

"Random" denotes a random neutral source. For \(N=24\), \(\sqrt\kappa=13.27\), and the estimate \(\tfrac12\times13.27\times\ln(2\times10^8)\approx127\) reproduces the bound. The actual counts are smaller and roughly double with \(N\).

Converging CG does not remove the grid error. Expanding the sine for one axis gives \((4/h^2)\sin^2(G_dh/2)=G_d^2-h^2G_d^4/12+\dots\). To leading order in \(h\), the grid eigenvalue is too small, so \(\Delta v\) is too large by an amount proportional to \(h^2\). The errors are 0.0832, 0.0193 and 0.0047 hartree, or 7.9%, 1.8% and 0.45% of the continuum value. The last halving of \(h\) reduces the error by a factor of 4.07, close to the expected 4.

**The free constant.** With \(N=24\) and a random start of mean 0.699901 hartree, the final mean is also 0.699901 hartree. The result differs from the zero-mean Fourier solution, shifted by this constant, by at most \(1.2\times10^{-11}\) hartree. In this run, rounding produced means of \(r\) and \(p\) no larger than \(4\times10^{-18}\) of the initial root-mean-square residual. The grid energy of the pair is 0.296 hartree (8.05 eV), including the self-energies of the Gaussians and the periodic images. This value also carries the grid error: it is 0.2935 hartree at \(N=48\) and 0.2927 hartree in the continuum, about 1% lower. Shifting \(v\) by 1 hartree leaves it unchanged, whereas the energy of the positive charge alone changes by \(Q/2=0.5\) hartree.

**Removing the negative charge.** Now \(\bar b=4\pi/12^3=0.00727\) hartree bohr\(^{-2}\), and the residual floor is \(\sqrt{24^3}\times0.00727=0.855\) in the same unit. Over 20 steps the smallest residual norm is 2.67, about three times the floor. The floor is a lower bound that CG does not settle at. Before breakdown the residuals are mutually orthogonal and each has component \(\sqrt n\,\bar b\) along the unit vector \(\mathbf 1/\sqrt n\), so Bessel's inequality gives \(\sum_i n\bar b^2/\|r_i\|^2\le1\). Every residual after the first is therefore strictly above the floor, and at most \(c^2\) residuals can lie within a factor \(c\) of it. The mean potential is already drifting: 0.027, 0.069 and 0.704 hartree after 5, 10 and 20 steps. With the uniform background included, CG reaches the \(10^{-8}\) tolerance in 59 steps, against 58 for the neutral pair. The numerical check covers these cases.

## Computed values

```
small grid 4 x 5 x 6, spacings 0.5, 0.6, 0.7 bohr; points: 120
lowest eigenvalue magnitude (bohr^-2): 3.8e-15
second eigenvalue (bohr^-2): 2.040816
largest eigenvalue (bohr^-2): 34.213360
spread of null vector entries: 1.3e-15
rank of A, [A|neutral b], [A|charged b]: 119 119 120
charged b: mean 0.3000, least-squares residual norm 3.286335 (bohr^-2 hartree)
4 x 4 x 4 grid, spacing 1 bohr; distinct nonzero eigenvalues: 6
relative energy-norm error after 5 and 6 CG steps: 2.81e-03, 3.1e-15
charged b: pAp/pp after 5 and 6 steps (bohr^-2): 2.69e-03, 3.0e-32
cell side 12.0 bohr, Gaussian width 1.0 bohr, separation 4.0 bohr
relative energy-norm tolerance: 1e-08
continuum potential difference: 1.050402 hartree per unit charge = 28.5829 V
N=12, h=1.0 bohr: kappa 44.78; CG steps: pair 32, random 35, bound 64
   potential difference 1.133562, grid error 0.083159 hartree per unit charge
N=24, h=0.5 bohr: kappa 176.09; CG steps: pair 58, random 72, bound 127
   potential difference 1.069687, grid error 0.019284 hartree per unit charge
N=48, h=0.25 bohr: kappa 701.33; CG steps: pair 111, random 143, bound 253
   potential difference 1.055141, grid error 0.004738 hartree per unit charge
grid-error ratio, h=0.5 to h=0.25 bohr: 4.070
N=24, random start: mean of v before 0.699901, after 0.699901 hartree; steps 88
largest mean of r or p relative to initial rms r: 4.0e-18
largest deviation from shifted Fourier solution: 1.2e-11 hartree
pair energy: 0.295916 hartree = 8.0523 eV
energy change for a 1 hartree shift of v: neutral 0.0e+00, charged 0.500000 hartree
single charge: Q 1.000000 e, mean of b 0.007272 hartree bohr^-2
residual floor 0.855033, smallest residual norm in 20 steps 2.671546 hartree bohr^-2
mean potential after 5, 10, 20 steps: 0.0272, 0.06943, 0.7043 hartree
single charge with uniform background: CG steps 59
```
